# The Two-Band k·p Conduction Mass at a Direct Gap

## The mass to use for a wide-gap oxide

An estimate of the tunnelling leakage through a memory capacitor needs an electron mass for the oxide. One must decide whether that mass can be scaled from a narrower-gap material by means of the two gaps, or whether the band structure has to be worked out. The decision rests on how the conduction mass depends on the gap and on the momentum matrix element between the band edges. With two bands kept, the excess of the inverse mass over its free-electron value is proportional to the squared matrix element divided by the gap. A wider gap therefore favours a heavier electron, provided that the matrix element does not grow too fast with it.

Consider one electron of free mass $m_0$ in a local periodic potential $V(\mathbf r)$, without spin-orbit coupling. The conduction edge $c$ and the valence edge $v$ lie at the same wavevector $\mathbf k_0$. Both are nondegenerate apart from spin, and they are separated by the direct gap $E_g>0$. Energies are measured from the valence edge, and $\mathbf k=k\mathbf n$ is measured from $\mathbf k_0$ along the unit vector $\mathbf n$.

## The Hamiltonian near the edge

A Bloch state at $\mathbf k_0+\mathbf k$ can be written $\psi=e^{i\mathbf k\cdot\mathbf r}\phi$, where $\phi$ has the Bloch periodicity belonging to $\mathbf k_0$. With $\mathbf p=-i\hbar\nabla$, the product rule gives

$$\mathbf p\,(e^{i\mathbf k\cdot\mathbf r}\phi)=e^{i\mathbf k\cdot\mathbf r}(\mathbf p+\hbar\mathbf k)\phi. \tag{1}$$

Applying this twice in the Schrödinger equation and cancelling the common phase, which commutes with a local $V$, gives

$$\left[\frac{(\mathbf p+\hbar\mathbf k)^2}{2m_0}+V\right]\phi=E\phi. \tag{2}$$

Since $\mathbf k$ is a constant vector, $\mathbf k\cdot\mathbf p=\mathbf p\cdot\mathbf k$, and the square expands to

$$H(\mathbf k)=H_0+\frac{\hbar}{m_0}\mathbf k\cdot\mathbf p+t,\qquad t=\frac{\hbar^2k^2}{2m_0}, \tag{3}$$

where $H_0=p^2/2m_0+V$. A nonlocal potential would not commute with the phase and would add $\mathbf k$-dependent terms to (3).

The eigenstates of $H_0$ at $\mathbf k_0$ form a basis for $\phi$. In this basis $t$ is a multiple of the identity, and the term $\mathbf k\cdot\mathbf p$ couples the bands. Its diagonal element in $c$ gives the first-order energy $\hbar\mathbf k\cdot\langle c|\mathbf p|c\rangle/m_0$. A nondegenerate band is smooth, and at an extremum its energy has no linear term, so $\langle c|\mathbf p|c\rangle=0$. The same argument applies to $v$.

## Two bands

Define the matrix element and its energy equivalent by

$$P=\langle c|\mathbf n\cdot\mathbf p|v\rangle,\qquad E_P=\frac{2|P|^2}{m_0}. \tag{4}$$

Keeping $c$ and $v$ alone, (3) becomes

$$H=\begin{pmatrix}E_g+t&\hbar kP/m_0\\ \hbar kP^*/m_0&t\end{pmatrix}. \tag{5}$$

The squared coupling is

$$\frac{\hbar^2k^2|P|^2}{m_0^2}=\frac{\hbar^2k^2}{2m_0}\,\frac{2|P|^2}{m_0}=E_Pt. \tag{6}$$

With $x=E-t$, the condition $\det(H-E)=0$ reads $(E_g-x)(-x)-E_Pt=0$, or

$$x^2-E_gx-E_Pt=0. \tag{7}$$

Solving the quadratic and restoring $E=x+t$,

$$E_\pm=t+\frac{E_g}{2}\pm\sqrt{\frac{E_g^2}{4}+E_Pt}. \tag{8}$$

The upper sign is the conduction band. To expand near the edge, set $s=4E_Pt/E_g^2\ll1$ and use $\sqrt{1+s}=1+s/2-s^2/8+\dots$:

$$\frac{E_g}{2}\sqrt{1+s}=\frac{E_g}{2}+\frac{E_Pt}{E_g}-\frac{E_P^2t^2}{E_g^3}+\dots \tag{9}$$

Hence

$$E_c(k)=E_g+t\left(1+\frac{E_P}{E_g}\right)-\frac{E_P^2t^2}{E_g^3}+\dots \tag{10}$$

The mass is defined by $1/m_c=\hbar^{-2}\,d^2E_c/dk^2$ at $k=0$. Since $d^2t/dk^2=\hbar^2/m_0$,

$$\boxed{\frac{m_0}{m_c}=1+\frac{E_P}{E_g}=1+\frac{2|P|^2}{m_0E_g}.} \tag{11}$$

The 1 is the electron's own kinetic energy. The second term is level repulsion: away from $\mathbf k_0$ the valence state pushes the conduction state up, which steepens the band and lightens the electron. A larger energy denominator weakens the push.

For $E_g\ll E_P$ the mass is approximately $m_0E_g/E_P$, proportional to the gap at fixed $P$. For $E_g\gg E_P$ it tends to $m_0$, so within two bands the electron never becomes heavier than a free one. That limit is formal. The lower branch of (8) has curvature $1-E_P/E_g$ in units of the free value, so for $E_P<E_g$ the two bands alone no longer make $v$ a maximum, and other bands cannot be left out. Between two materials the ratio $E_P/E_g$ decides. The wider-gap material has the heavier electron when $E_P$ rises by a smaller factor than $E_g$.

Many oxides have several valence states close together at the top. Suppose an s-like conduction edge meets three degenerate p-like states $X_j$ in a cubic crystal, with $\langle s|p_i|X_j\rangle=P\delta_{ij}$. The combination $\sum_jn_jX_j$ couples to $s$ with strength $P\sum_jn_j^2=P$. A combination $\sum_jw_jX_j$ with $\mathbf w\cdot\mathbf n=0$ has coupling $P\,\mathbf w\cdot\mathbf n=0$. The momentum operator does not couple the $X_j$ to one another, because they share the same parity. For every direction (5) is recovered with the same $P$, and the conduction mass is isotropic.

## The other bands

Second-order perturbation theory in $\mathbf k\cdot\mathbf p$ includes every band $j$:

$$E_c(k)=E_c+t+\sum_{j\ne c}\frac{\hbar^2k^2}{m_0^2}\frac{|P_{jc}|^2}{E_c-E_j},\qquad P_{jc}=\langle j|\mathbf n\cdot\mathbf p|c\rangle. \tag{12}$$

Because $\hbar^2k^2/m_0^2=2t/m_0$, the mass follows as

$$\frac{m_0}{m_c}=1+\frac{2}{m_0}\sum_{j\ne c}\frac{|P_{jc}|^2}{E_c-E_j}. \tag{13}$$

Bands below $c$ contribute positive terms and bands above it negative ones. The latter push the conduction band down and make the electron heavier, possibly heavier than $m_0$. The denominators are vertical energy differences at the conduction minimum. In an indirect-gap material these enter, and not the smaller fundamental gap.

## What sets the matrix element

The potential $V(x)=V_0\cos(2\pi x/a)$ with $V_0>0$ shows how $P$ behaves. Its lowest gap is direct and lies at $k_0=\pi/a$.

**Weak potential.** At $k_0$ the plane waves $e^{\pm i\pi x/a}$ have equal kinetic energy and are coupled by $V_0/2$. Their combinations are $v\propto\sin(\pi x/a)$, concentrated where $V$ is lowest, and $c\propto\cos(\pi x/a)$. The energies are shifted by $\mp V_0/2$, so $E_g=V_0$ to leading order. Since $p\sin(\pi x/a)=-i\hbar(\pi/a)\cos(\pi x/a)$,

$$|P|=\frac{\hbar\pi}{a},\qquad E_P=\frac{2\hbar^2\pi^2}{m_0a^2}. \tag{14}$$

The period sets $E_P$, while the potential sets the gap. At fixed period a wider gap then means a heavier electron.

**Deep potential.** Each well becomes nearly harmonic, with level spacing $\hbar\omega$, and $v$ and $c$ are built from the oscillator levels 0 and 1. The oscillator elements are $|\langle0|p|1\rangle|^2=m_0\hbar\omega/2$ and $|\langle2|p|1\rangle|^2=m_0\hbar\omega$. The first gives $E_P=\hbar\omega=E_g$, so (11) yields $m_c=m_0/2$. The sum (13) has two nonzero terms:

$$\frac{m_0}{m_c}\to1+\frac{2}{m_0}\left(\frac{m_0\hbar\omega/2}{\hbar\omega}-\frac{m_0\hbar\omega}{\hbar\omega}\right)=1+1-2=0. \tag{15}$$

The mass diverges, as it must for electrons confined to separate wells. In this limit two bands fail completely, and the heaviness comes from the band above.

## A lattice with a 6 eV gap

Take $a=0.5$ nm and $E_g=6$ eV. Diagonalizing the cosine Hamiltonian in 24 plane waves shows that this gap requires $V_0=6.414$ eV, and the edge states give $|P|/\hbar=7.049$ nm$^{-1}$, or $|P|=7.43\times10^{-25}$ kg m/s. With $\hbar^2/2m_0=0.03810$ eV nm²,

$$E_P=4\,\frac{\hbar^2}{2m_0}\left(\frac{|P|}{\hbar}\right)^2=4(0.03810)(7.049)^2=7.57\ \text{eV}. \tag{16}$$

Equation (11) then gives $m_0/m_c=1+7.573/6=2.262$, so $m_c=0.442\,m_0=4.03\times10^{-31}$ kg.

Higher bands contribute $-0.336$ to the inverse mass, and (13) gives $2.262-0.336=1.926$. The curvature of the computed band, taken from a second difference of its energies, is also 1.926. The lattice mass is therefore $0.519\,m_0$, and the two-band value is 15 % below it.

Changing $V_0$ at fixed $a=0.5$ nm gives the trend:

| $E_g$ (eV) | $E_P$ (eV) | two-band $m_c/m_0$ | lattice $m_c/m_0$ |
|---|---|---|---|
| 1 | 6.06 | 0.142 | 0.142 |
| 2 | 6.18 | 0.244 | 0.246 |
| 4 | 6.70 | 0.374 | 0.391 |
| 6 | 7.57 | 0.442 | 0.519 |
| 8 | 8.82 | 0.476 | 0.718 |
| 12 | 12.14 | 0.497 | 2.191 |

At small gaps $E_P$ is close to the 6.02 eV of (14), and two bands suffice. At large gaps $E_P$ grows with $E_g$, and the two-band mass levels off near one half, the deep-well value. The lattice mass goes on rising and passes $m_0$, as (15) leads one to expect.

The comparison changes when the period is not held fixed. A lattice with $a=0.3$ nm and a 6 eV gap has $E_P=17.3$ eV and a lattice mass of $0.260\,m_0$. One with $a=0.6$ nm and a 3 eV gap has $E_P=4.73$ eV and $0.410\,m_0$. Here the wider gap goes with the lighter electron, because $E_P$ rises by a factor of 3.6 while the gap only doubles.

## Decay inside the gap

Tunnelling needs the dispersion below the conduction edge. Put $k=i\kappa$, so that $t=-\tau$ with $\tau=\hbar^2\kappa^2/2m_0$, and let $E=E_g-w$, where $w$ is the depth below the edge. Then $x=E_g-w+\tau$. Equation (7), written as $x(x-E_g)=E_Pt$, becomes

$$(E_g-w+\tau)(\tau-w)=-E_P\tau. \tag{17}$$

Multiplying out and collecting powers of $\tau$,

$$\tau^2+(E_g-2w+E_P)\tau-w(E_g-w)=0. \tag{18}$$

For small $w$ this reduces to $\tau=wE_g/(E_g+E_P)=w\,m_c/m_0$, the usual parabolic result. For $w=2$ eV the linear coefficient is 9.573 eV and the constant term is $-8$ eV². The positive root is $\tau=0.773$ eV, so $\kappa=\sqrt{0.773/0.03810}=4.50$ nm$^{-1}$.

The lattice value comes from integrating the wave equation across one period for two solutions, one starting with unit value and zero slope, the other with zero value and unit slope. The matrix carrying value and slope across the period has unit determinant and eigenvalues $e^{\pm ika}$, so half its trace is $\cos ka$. In this gap $k=\pi/a+i\kappa$ and the half trace is $-\cosh\kappa a$. The result is $\kappa=4.79$ nm$^{-1}$.

A parabola with the correct lattice mass gives 5.22 nm$^{-1}$, which is 9 % too large, because it ignores the bending of the band towards the valence edge. For a uniform barrier of thickness $d=5$ nm, the exponential factor $e^{-2\kappa d}$ in the lattice exceeds the parabolic one by the factor

$$e^{2(5.220-4.791)\times5}\approx73. \tag{19}$$

A parabola with the two-band mass gives $\sqrt{2(0.442)/0.03810}=4.82$ nm$^{-1}$, close to the lattice value. Its mass is too small, which lowers $\kappa$, while its neglect of the bending raises $\kappa$, and at this depth the two errors nearly cancel. Agreement in a tunnelling fit therefore does not show that the fitted mass is the band-edge mass.

## Corrections for a slow electron

The quartic term in (10) measures nonparabolicity. At energy $\varepsilon$ above the edge, $t\approx\varepsilon/(1+E_P/E_g)$, and the parabola overestimates the energy by the fraction

$$\frac{E_P^2t^2/E_g^3}{\varepsilon}\approx\frac{\varepsilon}{E_g}\left(\frac{E_P}{E_g+E_P}\right)^2. \tag{20}$$

At $\varepsilon=k_BT=0.0259$ eV, for 300 K, this is 0.13 %. The lattice gives 0.22 %, the difference being due to the higher bands. At 0.5 eV the lattice value is 4.7 %. As far as the band shape of this lattice is concerned, a single mass is thus adequate for thermal electrons but less so for hot ones.

In a polar oxide the electron also drags a lattice polarization. Let $\omega$ now be the frequency of one dispersionless polar mode and $M_q$ its coupling to the electron in a crystal of volume $\Omega$. For two static electrons a distance $R$ apart, the second-order energy contains the cross term $-\sum_q2|M_q|^2\cos(\mathbf q\cdot\mathbf R)/\hbar\omega$. This must supply the difference between static and electronic screening of their repulsion, whose Fourier form fixes

$$|M_q|^2=\frac{\hbar\omega e^2}{2\varepsilon_0\Omega q^2}\left(\frac1{\varepsilon_\infty}-\frac1{\varepsilon_s}\right). \tag{21}$$

For a moving electron of mass $m$, measure energy in $\hbar\omega$ and length in $r_p=\sqrt{\hbar/2m\omega}$. Let $\mu$ be the cosine of the angle between $\mathbf k$ and $\mathbf q$. The intermediate state, with one quantum emitted, lies higher by $1+|\mathbf k-\mathbf q|^2-k^2=1+q^2-2kq\mu$. The sum over $\mathbf q$ becomes $\Omega\int d^3q/(2\pi)^3$, whose volume element $2\pi q^2\,dq\,d\mu$ cancels the $1/q^2$ in (21). The second-order shift is

$$\Delta E=-\frac{\alpha}{\pi}\int_0^\infty\!dq\int_{-1}^1\!\frac{d\mu}{1+q^2-2kq\mu}, \tag{22}$$

$$\alpha=\frac{e^2}{8\pi\varepsilon_0\hbar\omega r_p}\left(\frac1{\varepsilon_\infty}-\frac1{\varepsilon_s}\right). \tag{23}$$

Expand the integrand to order $k^2$. The $\mu$ integral gives $2/(1+q^2)+\tfrac83k^2q^2/(1+q^2)^3$, the odd term vanishing. The $q$ integrals are $\int_0^\infty 2\,dq/(1+q^2)=\pi$ and, with $q=\tan\theta$, $\int_0^{\pi/2}\sin^2\theta\cos^2\theta\,d\theta=\pi/16$. Thus $\Delta E=-\alpha(1+k^2/6)$. Added to the kinetic energy $k^2$, this multiplies the inverse mass by $1-\alpha/6$.

With rough hafnia-like inputs $\varepsilon_\infty=5$, $\varepsilon_s=20$ and $\hbar\omega=0.07$ eV, and the lattice mass of the example, $\alpha=1.51$. The mass rises from $0.519\,m_0$ to $0.519\,m_0/(1-1.51/6)\approx0.69\,m_0$. Since $\alpha$ is not small, this weak-coupling figure indicates the size of the effect and no more. It also holds only within about $\hbar\omega$ of the edge, where the expansion in $k$ is valid. For tunnelling, (22) with $k=i\kappa$ gives $\Delta E=-\alpha\,\mathrm{arsinh}(\kappa)/\kappa$. At 2 eV below the edge this raises $\kappa$ by only about 1.5 %, against the 16 % that the mass $0.69\,m_0$ would imply. The polaron mass is therefore not the one to use deep in the gap.

## Relation to hafnia capacitors

A gap of 6 eV and a period of 0.5 nm are roughly those of hafnia, and films of 5 nm are within the range used in devices. The masses above are nevertheless not hafnia's. Its conduction edge is made largely of hafnium d states, its mass depends on direction, and its monoclinic phase does not have a direct fundamental gap. A matrix element 20 % smaller along one axis would raise the two-band mass there from 0.442 to $0.553\,m_0$. By comparison, narrowing the gap by 0.1 eV at fixed $P$ lowers it to $0.438\,m_0$. In the example, polarization, higher bands and an anisotropy of this assumed size therefore change the band-edge mass more than an error of 0.1 eV in the gap does. Of the three, polarization matters little for tunnelling deep in the gap.

Band filling can be neglected while the electron density stays well below $2(2\pi mk_BT/h^2)^{3/2}\approx9\times10^{18}$ cm$^{-3}$, the value at 300 K for one isotropic minimum with the lattice mass.

The uniform barrier is also an idealization. A field of 1 MV/cm lowers the far side of a 5 nm film by 0.5 eV. Averaging $\sqrt w$ between 2 and 1.5 eV, as the semiclassical parabolic estimate requires, reduces the exponent $2\kappa d=52.2$ by 6.5 %, which raises the transmission in that estimate about thirtyfold. With the lattice dispersion $\kappa$ varies less with depth, and the rise is smaller. In real films of this thickness much of the leakage can also pass through defect states, which a band mass alone does not describe.

For the decision posed at the start, scaling by the gap means taking $m_0/m_c-1$, not the mass itself, and letting it vary as $1/E_g$. This is justified when $E_P$ is known to be similar in both materials and higher bands contribute little. Similar $E_P$ cannot be assumed between an sp-bonded semiconductor and an oxide with a d-like edge. In oxides whose edge-to-edge transition is dipole-forbidden, such as SnO$_2$, $P$ vanishes for the fundamental gap and other bands in (13) set the mass. In the example lattice at fixed period, scaling the lattice mass from the 1 eV gap gives $0.398\,m_0$ at 4 eV, 2 % above the lattice value, but $0.57\,m_0$ at 8 eV, 21 % below it. The agreement at 4 eV is largely a cancellation: $E_P$ has risen by 11 %, adding 0.16 to the inverse mass, while higher bands remove 0.11. At 6 eV both effects are larger, $+0.25$ and $-0.34$, and the scaled mass $0.498\,m_0$ is still only 4 % low, so agreement alone does not show that the conditions hold. Where higher bands matter this much, the sum (13) or the curvature of a computed band is needed. The numerical output below gives the values to more digits.

## Computed results

```
hbar^2/(2 m0) = 0.03810 eV nm^2
Example: period a = 0.5 nm, direct gap = 6.0 eV
cosine amplitude V0 = 6.414 eV
P/hbar = 7.049 1/nm
P = 7.434e-25 kg m/s
E_P = 7.573 eV
E_P/Eg = 1.2622
two-band m0/m = 2.2622
two-band mass = 0.4420 m0
two-band mass = 4.027e-31 kg
higher-band part of m0/m = -0.3361
all-band sum m0/m = 1.9261
band-curvature m0/m = 1.9261
lattice mass = 0.5192 m0
two-band mass error = -14.9 %
Scan at a = 0.5 nm: gap eV, E_P eV, two-band m/m0, lattice m/m0
    1.0    6.058   0.1417   0.1418
    2.0    6.184   0.2444   0.2456
    4.0    6.696   0.3740   0.3907
    6.0    7.573   0.4420   0.5192
    8.0    8.815   0.4758   0.7183
   12.0   12.140   0.4971   2.1908
weak-lattice E_P at a = 0.5 nm = 6.016 eV
Different periods: a nm, gap eV, E_P eV, lattice m/m0
  0.3 6.0 17.255 0.2597
  0.6 3.0 4.730 0.4104
Neglected effects, example lattice:
kT at 300 K = 0.02585 eV
parabola energy excess at kT = 0.22 %
parabola energy excess at 0.5 eV = 4.7 %
decay 2 eV below edge, lattice = 4.791 1/nm
same, two-band dispersion = 4.505 1/nm
same, parabola with lattice mass = 5.220 1/nm
lattice/parabola transmission, 5 nm = 73.3
two-band mass, gap 0.1 eV smaller = 0.4379 m0
two-band mass, P 20 % smaller = 0.5532 m0
band-filling density scale, 300 K = 9.39e+18 cm^-3
rough inputs: eps_inf = 5, eps_static = 20, phonon = 0.07 eV
polaron coupling alpha = 1.51
weak-coupling polaron mass = 0.69 m0
```
